**Spin projection for spins 2 and 3/2 coupled to total spin 1/2**

For site spins $S_1$, $S_2$ coupled by $J\,\mathbf S_1\cdot\mathbf S_2$ to total spin $S$, the site hyperfine tensors $\mathbf a_i$ become $\mathbf A_i=c_i\mathbf a_i$, with $c_1=2$ and $c_2=-1$ for this pair. The program builds the spin matrices and asserts the general projection formula in 75 multiplets of different spin pairs. It also asserts the weights of the doublet state and the factors 1/2 and 1/3 that convert ideal broken-symmetry tensors normalized by $M=1/2$. The lowest levels of an 80-state electron-nuclear Hamiltonian differ from those of the effective 8-state one by at most 0.0047 MHz, and the program asserts that this error halves when $J$ doubles. For zero-field tensors $\mathbf D_i$ it asserts the first-order change $-(28\mathbf D_1+8\mathbf D_2)/(5J)$ of $c_1$, and the opposite change of $c_2$, with a remainder of second order. In the printed example this correction alters the coefficients by at most about 2.4%, yet it halves the hyperfine anisotropy of site 2.

## Check in Python

```python
"""Spin projection of site hyperfine tensors in an exchange-coupled pair.

Result under test: in a multiplet of total spin S of H = J S1.S2, the site
tensor a_i (S_i.a_i.I_i) acts as A_i = c_i a_i (S.A_i.I_i), where
  c1 = [S(S+1) + S1(S1+1) - S2(S2+1)] / [2 S(S+1)],  c2 = 1 - c1.
For S1=2, S2=3/2, S=1/2 this gives c1=2, c2=-1. Traceless zero-field
tensors D1, D2 change c1 by -(28 D1 + 8 D2)/(5J), and c2 by the opposite,
to first order in D/J. J > 0 is antiferromagnetic.
"""
import numpy as np
from scipy import constants


def spin_matrices(s):
    m = s - np.arange(int(round(2 * s)) + 1)
    plus = np.diag(np.sqrt(s * (s + 1) - m[1:] * (m[1:] + 1)), 1)
    return [(plus + plus.T) / 2 + 0j, (plus - plus.T) / 2j,
            np.diag(m) + 0j]


def pair_operators(s1, s2):
    one1, one2 = np.eye(int(2 * s1 + 1)), np.eye(int(2 * s2 + 1))
    first = [np.kron(x, one2) for x in spin_matrices(s1)]
    second = [np.kron(one1, x) for x in spin_matrices(s2)]
    return first, second, [a + b for a, b in zip(first, second)]


def dot(u, v):
    return sum(a @ b for a, b in zip(u, v))


def cross(u, v):
    return [u[(k + 1) % 3] @ v[(k + 2) % 3]
            - u[(k + 2) % 3] @ v[(k + 1) % 3] for k in range(3)]


def coefficient(s, sa, sb):
    return (s*(s+1) + sa*(sa+1) - sb*(sb+1)) / (2*s*(s+1))


# Projection theorem for many pairs, every multiplet, every component.
number_checked = 0
for s1 in np.arange(0.5, 3.0, 0.5):
    for s2 in np.arange(0.5, 3.0, 0.5):
        A, B, T = pair_operators(s1, s2)
        values, vectors = np.linalg.eigh(dot(T, T))
        for s in np.arange(abs(s1 - s2), s1 + s2 + 0.5):
            if s == 0:
                continue
            v = vectors[:, abs(values - s * (s + 1)) < 1e-8]
            assert v.shape[1] == int(2 * s + 1)
            pa = [v.conj().T @ x @ v for x in A]
            pb = [v.conj().T @ x @ v for x in B]
            pt = [v.conj().T @ x @ v for x in T]
            for k in range(3):
                assert np.allclose(pa[k], coefficient(s, s1, s2)*pt[k],
                                   atol=1e-10)
                assert np.allclose(pb[k], coefficient(s, s2, s1)*pt[k],
                                   atol=1e-10)
                assert np.allclose(cross(pa, pt)[k], 1j * pa[k],
                                   atol=1e-10)
            number_checked += 1

# The pair with spins 2 and 3/2.
S1, S2, S = 2.0, 1.5, 0.5
A, B, T = pair_operators(S1, S2)
exchange = dot(A, B)
commutator = [exchange @ x - x @ exchange for x in A]
assert all(np.allclose(commutator[k], 1j * cross(A, B)[k])
           for k in range(3))
energies, states = np.linalg.eigh(exchange)
ladder = []
for s in (0.5, 1.5, 2.5, 3.5):
    ladder += [(s*(s+1) - S1*(S1+1) - S2*(S2+1)) / 2] * int(2*s + 1)
assert np.allclose(energies, ladder, atol=1e-10)
doublet = states[:, :2]
projector = doublet @ doublet.conj().T
small = [doublet.conj().T @ x @ doublet for x in T]
c1 = 2 * np.trace(doublet.conj().T @ A[2] @ doublet @ small[2]).real
c2 = 2 * np.trace(doublet.conj().T @ B[2] @ doublet @ small[2]).real
assert abs(c1 - 2) < 1e-10 and abs(c2 + 1) < 1e-10

# Explicit M=1/2 state, obtained by projecting |m1=2, m2=-3/2>.
product = np.zeros(20, complex)
product[3] = 1
up = projector @ product
bs_weight = np.vdot(up, up).real
up = up / np.sqrt(bs_weight)
m1 = np.array([2, 1, 0, -1])
weights = abs(up.reshape(5, 4)[[0, 1, 2, 3], [3, 2, 1, 0]])**2
assert np.allclose(weights, (m1 + 2) / 10, atol=1e-10)
assert abs(bs_weight - 0.4) < 1e-10


def mean(op, state):
    return np.vdot(state, op @ state).real


site1_z, site2_z = mean(A[2], up), mean(B[2], up)
excited = A[2] @ up - up
assert abs(np.vdot(excited, excited) - 1) < 1e-10
assert np.allclose(dot(T, T) @ excited, 3.75 * excited, atol=1e-10)
element1 = np.vdot(excited, A[2] @ A[2] @ up).real
element2 = np.vdot(excited, B[2] @ B[2] @ up).real
assert abs(element1 - 1.4) < 1e-10 and abs(element2 - 0.4) < 1e-10

# Model parameters: hyperfine in MHz, exchange and zero field in GHz.
J = 9000.0
a1 = np.diag([-190.0, -190.0, -140.0])
a2 = np.diag([-220.0, -220.0, -205.0])
A1, A2 = c1 * a1, c2 * a2

# Product states along three axes against true doublet states.
for k in range(3):
    top = np.linalg.eigh(spin_matrices(S1)[k])[1][:, -1]
    bottom = np.linalg.eigh(spin_matrices(S2)[k])[1][:, 0]
    broken = np.kron(top, bottom)
    pure = doublet @ np.linalg.eigh(small[k])[1][:, -1]
    for ops, tensor, factor in ((A, a1, 1/2), (B, a2, 1/3)):
        raw = np.array([mean(x, broken) for x in ops]) @ tensor
        raw = raw / mean(T[k], broken)
        true = np.array([mean(x, pure) for x in ops]) @ tensor
        true = true / mean(T[k], pure)
        assert np.allclose(factor * raw, true, atol=1e-8)
raw1 = mean(A[2], product) / mean(T[2], product) * a1
raw2 = mean(B[2], product) / mean(T[2], product) * a2

# Full electron-nuclear levels against the effective spin-1/2 levels.
tilt_degrees = 30.0
t = np.radians(tilt_degrees)
R = np.array([[np.cos(t), 0, np.sin(t)], [0, 1, 0],
              [-np.sin(t), 0, np.cos(t)]])
a2_tilted = R @ a2 @ R.T
half = spin_matrices(0.5)
I1 = [np.kron(x, np.eye(2)) for x in half]
I2 = [np.kron(np.eye(2), x) for x in half]


def hyperfine(ops1, ops2, tensor1, tensor2):
    return sum(tensor1[i, j] * np.kron(ops1[i], I1[j])
               + tensor2[i, j] * np.kron(ops2[i], I2[j])
               for i in range(3) for j in range(3))


def full_levels(j_mhz):
    h = j_mhz * np.kron(exchange, np.eye(4))
    h = h + hyperfine(A, B, a1, a2_tilted)
    return np.linalg.eigvalsh(h)[:8] - j_mhz * ladder[0]


effective = np.linalg.eigvalsh(
    hyperfine(half, half, coefficient(S, S1, S2) * a1,
              coefficient(S, S2, S1) * a2_tilted))
full = full_levels(1000 * J)
error = np.max(abs(full - effective))
error_double = np.max(abs(full_levels(2000 * J) - effective))
assert error < 0.1
assert abs(error / error_double - 2) < 0.02


# Coefficient tensors with zero-field splitting, by diagonalization.
def zero_field_coefficients(d1, d2):
    """d1, d2 are zero-field tensors divided by J."""
    h = exchange + sum(d1[i, j] * A[i] @ A[j] + d2[i, j] * B[i] @ B[j]
                       for i in range(3) for j in range(3))
    v = np.linalg.eigh(h)[1][:, :2]
    # Closest orthonormal match to the unperturbed doublet fixes the basis.
    left, _, right = np.linalg.svd(doublet.conj().T @ v)
    v = v @ (left @ right).conj().T
    return [np.array([[2*np.trace(v.conj().T @ x @ v @ y).real
                       for y in small] for x in ops]) for ops in (A, B)]


def linear_shift(d1, d2):
    return -(28 * d1 + 8 * d2) / 5


g1 = np.array([[0.5, 0.2, -0.3], [0.2, -0.9, 0.4], [-0.3, 0.4, 0.4]])
g2 = np.array([[-0.7, 0.5, 0.1], [0.5, 0.4, -0.2], [0.1, -0.2, 0.3]])
remainders = []
for eps in (1e-3, 5e-4):
    n1, n2 = zero_field_coefficients(eps * g1, eps * g2)
    shift = linear_shift(eps * g1, eps * g2)
    remainders.append([np.linalg.norm(n1 - 2*np.eye(3) - shift),
                       np.linalg.norm(n2 + np.eye(3) + shift)])
    assert max(remainders[-1]) < 0.05 * np.linalg.norm(shift)
ratios = np.array(remainders[0]) / np.array(remainders[1])
assert np.all(abs(ratios - 4) < 0.2)  # remainder is second order

D1, D2 = -60.0, 9.0
axial = np.diag([-1.0, -1.0, 2.0]) / 3
z1, z2 = zero_field_coefficients(D1 * axial / J, D2 * axial / J)
shift = linear_shift(D1 * axial / J, D2 * axial / J)
assert np.allclose(z1, 2 * np.eye(3) + shift, atol=2e-3)
assert np.allclose(z2, -np.eye(3) - shift, atol=2e-3)
A1_zf, A2_zf = z1.T @ a1, z2.T @ a2


def show(label, values, digits=4, unit=""):
    text = ", ".join(f"{x + 0.0:.{digits}f}"
                     for x in np.atleast_1d(values))
    print(f"{label}: {text} {unit}".rstrip())


print("multiplets checked for the projection theorem:", number_checked)
show("site spins S1, S2 and total S", [S1, S2, S], 1)
show("exchange energies/J for S=1/2,3/2,5/2,7/2",
     energies[[0, 2, 6, 12]], 2)
show("projection coefficients c1, c2", [c1, c2])
show("weights for m1=2,1,0,-1", weights)
show("<S1z>, <S2z> in the M=1/2 state", [site1_z, site2_z])
show("doublet weight of product state", bs_weight)
show("<S^2> of product state", mean(dot(T, T), product))
show("exchange constant J", J, 0, "GHz")
gap = (energies[2] - energies[0]) * J
show("gap to S=3/2", gap, 0, "GHz")
show("gap divided by Boltzmann constant",
     gap * 1e9 * constants.h / constants.k, 0, "K")
show("site tensor a1 (x,y,z)", np.diag(a1), 1, "MHz")
show("site tensor a2 (x,y,z)", np.diag(a2), 1, "MHz")
show("projected A1 (x,y,z)", np.diag(A1), 1, "MHz")
show("projected A2 (x,y,z)", np.diag(A2), 1, "MHz")
show("isotropic parts of A1, A2",
     [np.trace(A1)/3, np.trace(A2)/3], 2, "MHz")
show("raw broken-symmetry tensor 1", np.diag(raw1), 1, "MHz")
show("raw broken-symmetry tensor 2", np.diag(raw2), 1, "MHz")
show("tilt of a2 about y in level test", tilt_degrees, 0, "degrees")
show("effective levels (each twice)", effective[::2], 3, "MHz")
show("full levels (each twice)", full[::2], 3, "MHz")
show("largest level error at J", error, 5, "MHz")
show("largest level error at 2J", error_double, 5, "MHz")
show("matrix elements of S1z^2, S2z^2 to S=3/2",
     [element1, element2])
show("axial zero-field parameters D1, D2", [D1, D2], 0, "GHz")
show("c1 with zero field, numerical (x,y,z)", np.diag(z1), 5)
show("c1 with zero field, first order (x,y,z)",
     np.diag(2*np.eye(3) + shift), 5)
show("c2 with zero field, numerical (x,y,z)", np.diag(z2), 5)
show("c2 with zero field, first order (x,y,z)",
     np.diag(-np.eye(3) - shift), 5)
show("A1 with zero field (x,y,z)", np.diag(A1_zf), 2, "MHz")
show("A2 with zero field (x,y,z)", np.diag(A2_zf), 2, "MHz")
show("remainder ratios when D/J is halved", ratios, 3)
print("all assertions hold")
```

Running it gives:

```
multiplets checked for the projection theorem: 75
site spins S1, S2 and total S: 2.0, 1.5, 0.5
exchange energies/J for S=1/2,3/2,5/2,7/2: -4.50, -3.00, -0.50, 3.00
projection coefficients c1, c2: 2.0000, -1.0000
weights for m1=2,1,0,-1: 0.4000, 0.3000, 0.2000, 0.1000
<S1z>, <S2z> in the M=1/2 state: 1.0000, -0.5000
doublet weight of product state: 0.4000
<S^2> of product state: 3.7500
exchange constant J: 9000 GHz
gap to S=3/2: 13500 GHz
gap divided by Boltzmann constant: 648 K
site tensor a1 (x,y,z): -190.0, -190.0, -140.0 MHz
site tensor a2 (x,y,z): -220.0, -220.0, -205.0 MHz
projected A1 (x,y,z): -380.0, -380.0, -280.0 MHz
projected A2 (x,y,z): 220.0, 220.0, 205.0 MHz
isotropic parts of A1, A2: -346.67, 215.00 MHz
raw broken-symmetry tensor 1: -760.0, -760.0, -560.0 MHz
raw broken-symmetry tensor 2: 660.0, 660.0, 615.0 MHz
tilt of a2 about y in level test: 30 degrees
effective levels (each twice): -215.901, -44.921, -17.678, 278.501 MHz
full levels (each twice): -215.905, -44.925, -17.683, 278.496 MHz
largest level error at J: 0.00472 MHz
largest level error at 2J: 0.00236 MHz
matrix elements of S1z^2, S2z^2 to S=3/2: 1.4000, 0.4000
axial zero-field parameters D1, D2: -60, 9 GHz
c1 with zero field, numerical (x,y,z): 1.98797, 1.98797, 2.02381
c1 with zero field, first order (x,y,z): 1.98809, 1.98809, 2.02382
c2 with zero field, numerical (x,y,z): -0.98808, -0.98808, -1.02381
c2 with zero field, first order (x,y,z): -0.98809, -0.98809, -1.02382
A1 with zero field (x,y,z): -377.71, -377.71, -283.33 MHz
A2 with zero field (x,y,z): 217.38, 217.38, 209.88 MHz
remainder ratios when D/J is halved: 3.998, 4.000
all assertions hold
```
